# The Fröhlich Polaron Shift from the Correlation Part of W

A single carrier of band mass $m$ at the bottom of an otherwise empty parabolic band, in a polar medium with one lattice oscillator, is shifted in energy by

$$\Delta E=-\alpha\hbar\omega_{LO},\qquad \alpha=\frac{e^2}{4\pi\epsilon_{v}\hbar}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\sqrt{\frac{m}{2\hbar\omega_{LO}}},\tag{1}$$

to first order in the dimensionless coupling $\alpha$, which is second order in the carrier–phonon matrix element. Here $\epsilon_v$ is the vacuum permittivity, $\varepsilon_\infty$ and $\varepsilon_0$ are the relative dielectric constants above and below the lattice resonance, and $\omega_{LO}$ is the longitudinal optical frequency. The temperature is zero, and energies are measured from the band minimum with the lattice coupling switched off. The shift comes from the correlation part of the screened interaction, meaning the part left when the instantaneous interaction is removed. Fast electronic screening is not computed: it is contained in $\varepsilon_\infty$, in $m$ and in the position of the band edge.

The medium is described by a dielectric function independent of wave vector,

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{(\varepsilon_0-\varepsilon_\infty)\omega_{TO}^2}{\omega_{TO}^2-\omega^2}
=\frac{\varepsilon_0\omega_{TO}^2-\varepsilon_\infty\omega^2}{\omega_{TO}^2-\omega^2}.$$

It has a pole at the transverse frequency $\omega_{TO}$. A longitudinal field can oscillate without an external charge where $\varepsilon=0$, which gives $\omega_{LO}^2=\omega_{TO}^2\,\varepsilon_0/\varepsilon_\infty$. The numerator is then $\varepsilon_\infty(\omega_{LO}^2-\omega^2)$, and

$$\frac1{\varepsilon(\omega)}-\frac1{\varepsilon_\infty}
=\frac1{\varepsilon_\infty}\left[\frac{\omega_{TO}^2-\omega^2}{\omega_{LO}^2-\omega^2}-1\right]
=\frac1{\varepsilon_\infty}\,\frac{\omega_{LO}^2-\omega_{TO}^2}{\omega^2-\omega_{LO}^2}.$$

Since $\omega_{TO}^2=\omega_{LO}^2\varepsilon_\infty/\varepsilon_0$, the prefactor is $(\omega_{LO}^2-\omega_{TO}^2)/\varepsilon_\infty=\omega_{LO}^2/\kappa$, with $1/\kappa=1/\varepsilon_\infty-1/\varepsilon_0$. Let $v_q=e^2/(\epsilon_vq^2)$ be the bare interaction and $v^\infty_q=v_q/\varepsilon_\infty$ the instantaneous one. The correlation part of $W=v_q/\varepsilon$ is

$$W_c(q,\omega)=W-v^\infty_q=\frac{v_q}{\kappa}\,\frac{\omega_{LO}^2}{\omega^2-\omega_{LO}^2}.\tag{2}$$

At $\omega=0$ it equals $-v_q/\kappa$: a slow charge is attracted by the lattice polarization it creates. At high frequency it vanishes, because the ions cannot follow. From here on, $E_L=\hbar\omega_{LO}$, and $U$ denotes $\hbar$ times an imaginary frequency, so that

$$W_c(q,iU)=-\frac{v_q}{\kappa}\,\frac{E_L^2}{U^2+E_L^2}.\tag{3}$$

The carrier enters through its density response. Let it be at rest in a volume $\Omega$, with wave function $1/\sqrt\Omega$, and let it receive the weak potential-energy kick $\lambda\hbar\cos(\mathbf q\cdot\mathbf r)\,\delta(t)$. Just after the kick the wave function is $[1-i\lambda\cos(\mathbf q\cdot\mathbf r)]/\sqrt\Omega$ to first order in $\lambda$. The cosine part has kinetic energy $\varepsilon_q=\hbar^2q^2/2m$ and acquires the phase $e^{-i\varepsilon_qt/\hbar}$. The density is therefore

$$n(\mathbf r,t)=\frac1\Omega\left[1-2\lambda\cos(\mathbf q\cdot\mathbf r)\sin\frac{\varepsilon_qt}{\hbar}\right].$$

Division by the kick strength $\lambda\hbar$ gives the response in time, $\chi_1(q,t)=-(2/\hbar\Omega)\sin(\varepsilon_qt/\hbar)$. For $U>0$ its value at imaginary frequency is the Laplace transform

$$\chi_1(q,iU)=\int_0^\infty\!dt\,e^{-Ut/\hbar}\chi_1(q,t)=-\frac2\Omega\,\frac{\varepsilon_q}{\varepsilon_q^2+U^2}.\tag{4}$$

The energy integrals below run over both signs of $U$. They use the time-ordered response, which is even in frequency, so the last expression in (4) also serves for $U<0$, where the Laplace integral itself diverges.

The random-phase approximation now supplies the energy. Consider a system with independent response $\chi$ and interaction $v^\infty$. At interaction strength $\lambda v^\infty$, with $\lambda$ now running from 0 to 1, the response is $\chi_\lambda=\chi/(1-\lambda v^\infty\chi)$. Coupling-constant integration with the fluctuation-dissipation theorem gives the correlation energy

$$E_c=-\frac12\sum_{\mathbf q}\int_{-\infty}^{\infty}\!\frac{dU}{2\pi}\int_0^1\!d\lambda\;v^\infty_q(\chi_\lambda-\chi)
=\frac12\sum_{\mathbf q}\int\!\frac{dU}{2\pi}\left[\ln(1-v^\infty_q\chi)+v^\infty_q\chi\right].$$

The logarithm arises because $\int_0^1d\lambda\,v^\infty\chi/(1-\lambda v^\infty\chi)=-\ln(1-v^\infty\chi)$. The term $q=0$ is absent because a uniform background neutralizes the carrier.

Now put $\chi=\chi_L+\chi_1$, where the lattice response $\chi_L$ is defined by $1-v^\infty\chi_L=\varepsilon/\varepsilon_\infty$. To first order in $\chi_1$,

$$\ln\left(\frac{\varepsilon}{\varepsilon_\infty}-v^\infty\chi_1\right)
=\ln\frac{\varepsilon}{\varepsilon_\infty}-\frac{\varepsilon_\infty}{\varepsilon}v^\infty\chi_1
=\ln\frac{\varepsilon}{\varepsilon_\infty}-W\chi_1 .$$

Subtracting the energy of the lattice without the carrier leaves $-W\chi_1+v^\infty\chi_1=-W_c\chi_1$ in the bracket, and therefore

$$\Delta E=-\frac12\sum_{\mathbf q}\int_{-\infty}^{\infty}\frac{dU}{2\pi}\,W_c(q,iU)\,\chi_1(q,iU).\tag{5}$$

The subtraction that defines $W_c$ has thus come out of the ring energy itself. Keeping the linear term is what it means to treat the carrier as a test charge: it probes the medium but does not screen its own field. The truncation does not rest on smallness: although $\chi_1\propto1/\Omega$, the product $|v^\infty\chi_1|$ at $U=0$ and at the smallest wave number $2\pi/L$ of a box of side $L$ grows in proportion to $L$. The higher terms are dropped because they would be wrong for one particle. With the lattice removed, $\varepsilon=\varepsilon_\infty$, the bracket would still contain $-\tfrac12(v^\infty\chi_1)^2$, a correlation of the carrier with itself.

Equation (5) is also a quasiparticle self-energy. In an empty band the free propagator is $G_0(k,E)=1/(E-\varepsilon_k+i0)$, and the correlation self-energy is

$$\Sigma(k,E)=\frac i\Omega\sum_{\mathbf q}\int\frac{dE'}{2\pi}\,G_0(|\mathbf k-\mathbf q|,E+E')\,W_c(q,E'/\hbar).$$

For $k=0$ and $E$ just below zero, the pole of $G_0$ lies at $E'=\varepsilon_q-E-i0$, in the fourth quadrant. The poles of $W_c$ lie at $E_L-i0$ and $-E_L+i0$, in the fourth and second quadrants. Turning the contour counterclockwise onto the imaginary axis sweeps the first and third quadrants, so no pole is met; the arcs vanish because the integrand falls as $E'^{-3}$. With $E'=iU$ and then $E\to0$,

$$\Sigma(0,0)=-\frac1\Omega\sum_{\mathbf q}\int\frac{dU}{2\pi}\,\frac{W_c(q,iU)}{iU-\varepsilon_q}
=\frac1\Omega\sum_{\mathbf q}\int\frac{dU}{2\pi}\,\frac{\varepsilon_q\,W_c(q,iU)}{\varepsilon_q^2+U^2}.$$

The second form uses $1/(iU-\varepsilon_q)=-(\varepsilon_q+iU)/(\varepsilon_q^2+U^2)$, whose odd part integrates to zero. By (4) this is the right side of (5). The change in the total ring energy and the on-shell self-energy agree.

Inserting (3) and (4) in (5), and counting the three minus signs, gives

$$\Delta E=-\frac1\Omega\sum_{\mathbf q}\frac{v_q}{\kappa}E_L^2\,\varepsilon_q\int\frac{dU}{2\pi}\,\frac1{(U^2+E_L^2)(U^2+\varepsilon_q^2)}.$$

For positive $a$ and $b$, partial fractions and $\int dU/[2\pi(U^2+a^2)]=1/(2a)$ yield

$$\int\frac{dU}{2\pi}\frac1{(U^2+a^2)(U^2+b^2)}=\frac1{b^2-a^2}\left(\frac1{2a}-\frac1{2b}\right)=\frac1{2ab(a+b)}.$$

With $a=E_L$ and $b=\varepsilon_q$,

$$\Delta E=\frac12\,\frac1\Omega\sum_{\mathbf q}\left(-\frac{v_q}{\kappa}\right)\frac{E_L}{E_L+\varepsilon_q}.\tag{6}$$

Each factor has a meaning. The bracket is the static $W_c$. The factor one half appears because the excitation costs half of the interaction energy gained. With the matrix element $g_q$ of (9) below, the one-phonon state is admixed with amplitude $-g_q/(E_L+\varepsilon_q)$, so the interaction energy is $-2|g_q|^2/(E_L+\varepsilon_q)$ and the cost is $|g_q|^2/(E_L+\varepsilon_q)$. For a charge without recoil the whole cost is lattice polarization. For the mobile carrier it is shared in the ratio $E_L:\varepsilon_q$ between the lattice and the carrier's kinetic energy; summed over $\mathbf q$, each takes $\alpha E_L/2$, a quarter of the interaction energy $2\alpha E_L$ gained. The last factor is the recoil: a carrier that transfers momentum $\hbar\mathbf q$ to the lattice must take up the kinetic energy $\varepsilon_q$, which suppresses the response at short wavelengths.

In the sum, $\Omega^{-1}\sum_{\mathbf q}$ becomes $\int q^2dq/(2\pi^2)$, and the $q^2$ cancels the one in $v_q$. Define $q_{LO}=\sqrt{2m\omega_{LO}/\hbar}$, the wave number at which $\varepsilon_q=E_L$. Then

$$\Delta E=-\frac{e^2}{4\pi^2\epsilon_v\kappa}\int_0^\infty\frac{dq}{1+q^2/q_{LO}^2}
=-\frac{e^2}{4\pi^2\epsilon_v\kappa}\,\frac{\pi q_{LO}}2
=-\frac{e^2q_{LO}}{8\pi\epsilon_v\kappa}.\tag{7}$$

Because $q_{LO}/(2E_L)=\hbar^{-1}\sqrt{m/(2\hbar\omega_{LO})}$, the last expression is $-\alpha E_L$ with the $\alpha$ of (1).

If the integral stops at a wave number $Q$, the fraction of the shift obtained is $(2/\pi)\arctan(Q/q_{LO})$. Half comes from $q<q_{LO}$, and the missing part falls off only as $2q_{LO}/(\pi Q)$. The continuum description therefore needs $q_{LO}$ to be small compared with the size of the Brillouin zone.

An infinitely heavy point charge is the limit without recoil. The last factor in (6) becomes one, and the energy up to the cutoff is

$$E_{\rm static}(Q)=-\frac{e^2Q}{4\pi^2\epsilon_v\kappa}=-\frac2\pi\,\alpha E_L\,\frac Q{q_{LO}},\tag{8}$$

where $\alpha$ and $q_{LO}$ on the right belong to the mobile carrier used for comparison. This energy diverges linearly with $Q$: it is the self-energy of a point charge in a polarizable continuum. A finite mass removes the divergence when the band is parabolic at all wave numbers. If $\varepsilon_q$ grows only linearly at large $q$, a logarithmic dependence on $Q$ remains.

The same result can be read in real space. The static potential is $W_c(r)=-e^2/(4\pi\epsilon_v\kappa r)$, and the recoil factor $q_{LO}^2/(q_{LO}^2+q^2)$ is the Fourier transform of the normalized cloud

$$\rho(r)=\frac{q_{LO}^2\,e^{-q_{LO}r}}{4\pi r},\qquad
\int d^3r\,\rho\,e^{-i\mathbf q\cdot\mathbf r}=\frac{q_{LO}^2}q\int_0^\infty\!dr\,e^{-q_{LO}r}\sin qr=\frac{q_{LO}^2}{q_{LO}^2+q^2}.$$

Thus $\Delta E=\tfrac12\int d^3r\,\rho(r)W_c(r)$. The mean inverse distance is $\langle1/r\rangle=q_{LO}^2\int_0^\infty dr\,e^{-q_{LO}r}=q_{LO}$, which reproduces (7). The cloud is a kernel that expresses recoil, not the probability density of the carrier, which is uniform. The length $1/q_{LO}$ sets the scale on which the point charge is effectively smeared.

As an example take a model polar semiconductor with the round parameters $m=0.1\,m_e$, where $m_e$ is the free-electron mass, $\varepsilon_\infty=5$, $\varepsilon_0=10$ and $E_L=40$ meV. The transverse phonon energy is $40\sqrt{5/10}=28.3$ meV, and $1/\kappa=0.2-0.1=0.1$. The mass and phonon energy give $q_{LO}=0.324$ nm$^{-1}$, so the polaron length is 3.09 nm. From (1), $\alpha=0.583$, and

$$\Delta E=-0.5832\times40\ \text{meV}=-23.3\ \text{meV}=-3.74\times10^{-21}\ \text{J}.$$

Without recoil, (8) gives $-14.9$ meV for a cutoff at $q_{LO}$ and $-149$ meV for a cutoff ten times larger. The first is already larger in magnitude than the half of $\Delta E$, about 11.7 meV, that the mobile carrier collects from the same wave vectors.

The self-energy in (7) was evaluated at the bare energy $E=0$, and this choice matters beyond first order. For general $E$, close the contour of $\Sigma$ in the upper half plane, where the only pole is that of $W_c$ at $E'=-E_L+i0$. Its residue in $W_c$ is $-v_qE_L/(2\kappa)$, and the prefactor is $i\cdot2\pi i/(2\pi)=-1$, so

$$\Sigma(k,E)=\sum_{\mathbf q}\frac{|g_q|^2}{E-\varepsilon_{|\mathbf k-\mathbf q|}-E_L+i0},\qquad |g_q|^2=\frac{v_qE_L}{2\kappa\Omega}.\tag{9}$$

This is second-order perturbation theory for a carrier that emits and reabsorbs one phonon with matrix element $g_q$. At $k=0$ and $E<E_L$ the integral in (7) is replaced by one with $1-E/E_L$ in place of the first 1 in the denominator. Since $\int_0^\infty dq/(s+q^2/q_{LO}^2)=\pi q_{LO}/(2\sqrt s)$,

$$\Sigma(0,E)=-\frac{\alpha E_L}{\sqrt{1-E/E_L}}.\tag{10}$$

One may instead solve the Dyson condition $E=\Sigma(0,E)$. With $E=-xE_L$ it reads $x\sqrt{1+x}=\alpha$. For small $\alpha$, $x+\tfrac12x^2=\alpha$ up to cubic terms, so $x=\alpha-\tfrac12\alpha^2$ and

$$E_{\rm Dyson}=E_L\left(-\alpha+\tfrac12\alpha^2+\dots\right).$$

A third choice linearizes $\Sigma$ about $E=0$. The slope of (10) there is $-\alpha/2$, the quasiparticle weight is $Z=1/(1+\alpha/2)$, and the energy is $-Z\alpha E_L$, with the same terms through $\alpha^2$. All three choices agree to first order. Which is closest at second order in $\alpha$ is decided by the complete fourth-order term in $g_q$.

For that term use $E_L$ as the unit of energy and $q_{LO}$ as the unit of wave number. A state with one phonon lies $D_1=1+q_1^2$ above the unperturbed state; one with two phonons lies $D_{12}=2+|\mathbf q_1+\mathbf q_2|^2$ above it. The coupling changes the phonon number by one, so odd orders vanish. The two-phonon state can be reached by emitting either phonon first, and its contribution, summed over distinct pairs, is

$$-\frac12\sum_{\mathbf q_1\mathbf q_2}\frac{|g_1|^2|g_2|^2}{D_{12}}\left(\frac1{D_1}+\frac1{D_2}\right)^2
=-\sum_{\mathbf q_1\mathbf q_2}\frac{|g_1|^2|g_2|^2}{D_{12}}\left(\frac1{D_1^2}+\frac1{D_1D_2}\right).$$

The equality uses the symmetry under exchange of the phonons. The term with $1/D_1^2$ is the rainbow process, in which the first phonon emitted is the last absorbed; the other is the crossed process. Perturbation theory adds the normalization term $-E_2\sum_{\mathbf q}|g_q|^2/D_q^2$, where $E_2=-\alpha$ is the second-order energy. By (7), a sum over $|g_q|^2$ becomes $(2\alpha/\pi)\int_0^\infty dq$ together with an average over angles. The normalization sum is

$$\frac{2\alpha}\pi\int_0^\infty\frac{dq}{(1+q^2)^2}=\frac{2\alpha}\pi\cdot\frac\pi4=\frac\alpha2,$$

so this term equals $+\alpha^2/2$, which is the second-order term of the Dyson root. For the two-phonon part, the average over the angle between the wave vectors is

$$\left\langle\frac1{D_{12}}\right\rangle=\frac1{4q_1q_2}\ln\frac{2+(q_1+q_2)^2}{2+(q_1-q_2)^2}.$$

The remaining double integral was done by Gauss–Legendre quadrature after the substitution $q=\tan\theta$. With the normalization term included, the result is

$$E=E_L\left(-\alpha-0.0159\,\alpha^2+\dots\right).\tag{11}$$

The two-phonon processes nearly cancel the normalization term. The Dyson equation with $G_0$ keeps the latter and omits the former, which is why its $\alpha^2$ coefficient is $+0.5$. The on-shell value has coefficient zero and lies much closer to the complete one.

In the example, the root of the Dyson condition is $-19.2$ meV. The linearized form, with $Z=0.774$, gives $-18.1$ meV. The series (11) through $\alpha^2$ gives $-23.5$ meV, from which the on-shell $-23.3$ meV differs by about 0.2 meV, or 1% of the series value. The Dyson root differs from it by 4.4 meV, or 19% of the series value. The series value is itself truncated, since terms from $\alpha^3$ onward have not been computed. The comparison also belongs to the continuum model with no cutoff. A zone-sized cutoff $Q=10$ nm$^{-1}$ removes the fraction $2q_{LO}/(\pi Q)\approx2\%$ of the first-order shift, about 0.5 meV, which exceeds the 0.2 meV difference; at that wave number the parabola gives $\varepsilon_Q\approx38$ eV, far outside the range of a real band.

The form $\Delta E=-e^2q_{LO}/(8\pi\epsilon_v\kappa)$ displays the limits. The shift vanishes when $\varepsilon_0\to\varepsilon_\infty$, because the lattice then carries no polarization. At fixed dielectric constants it grows as $\sqrt{m\omega_{LO}}$: a heavier carrier recoils less, and a faster lattice follows it better. The dimensionless coupling, however, grows as $\sqrt{m/\omega_{LO}}$. For a heavy carrier or a slow lattice $\alpha$ is no longer small, and the expansion in $\alpha$ no longer guarantees that the higher terms are small, even though the formula remains finite. How large $\alpha$ may become before the first-order value fails is not determined here.

Other conditions enter through the propagator and the response. At finite carrier density, occupied states change $G_0$, the instantaneous interaction produces exchange, and the carriers screen one another. At finite temperature, phonons can be absorbed as well as emitted. A nonparabolic band changes $\varepsilon_q$, and a dispersive phonon makes $E_L$, and in general also $1/\kappa$, depend on $q$. At zero temperature and for one carrier, equation (6) can still be used with these functions of $q$ under the sum, restricted to the Brillouin zone, but the simple product $\alpha\hbar\omega_{LO}$ need not survive. With the example parameters, the dispersion $\varepsilon_q(1+\varepsilon_q/E_g)=\hbar^2q^2/2m$ with $E_g=1.5$ eV and a cutoff of 10.7 nm$^{-1}$ gives $-27.3$ meV from (6), against $-22.9$ meV for the parabola at the same cutoff. When the nonparabolicity arises from band mixing, (6) is not enough: overlap factors between band states enter, and the carrier blocks transitions from filled bands into the state it occupies. None of these cases is treated here.
